# Indirect absorption: interfering pathways cannot be added as separate rates: test program

```python
"""
Indirect absorption: two pathways to the SAME final state add as amplitudes.
Result under test: rate = (2 pi/hbar) sum |A+B|^2 delta(E), with
  A = G(c2,c1) P(c1,v1) / (E_v1 + photon - E_c1)
  B = P(c2,v2) G(v2,v1) / (E_v1 - phonon - E_v2)   (phonon emission).
v1,c1: valence and conduction states at wavevector k1; v2,c2: those at k2.
P: photon coupling; G: phonon coupling. Model energies are in eV, hbar = 1
in the few-level models; the absorption coefficient is computed in SI units.
The silicon-like material parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

rng = np.random.default_rng(7)
hbar, q_e, m_0 = const.hbar, const.e, const.m_e
eps_0, c_light = const.epsilon_0, const.c

# Rough silicon-like energies, eV; zero is the valence edge at k1.
gap, direct_k1, direct_k2, phonon = 1.12, 3.40, 4.00, 0.058
E_v1, E_c1, E_v2, E_c2 = 0.0, direct_k1, gap - direct_k2, gap


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


# ---- Many-electron dynamics with filled v1 and v2 ----
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity, unit2 = np.diag([1.0, -1.0]), np.eye(2)


def product(factors):
    result = np.eye(1)
    for factor in factors:
        result = np.kron(result, factor)
    return result


fermions = [product([parity] * j + [lower] + [unit2] * (5 - j))
            for j in range(4)]
v1, c1, v2, c2 = fermions
photon_op = product([unit2] * 4 + [lower, unit2])
phonon_op = product([unit2] * 5 + [lower])
resonant_photon = gap + phonon


def fock_probability(P1, P2, Gc, Gv, time):
    H = sum(E * f.T @ f for E, f in zip((E_v1, E_c1, E_v2, E_c2), fermions))
    H = H + resonant_photon * photon_op.T @ photon_op
    H = H + phonon * phonon_op.T @ phonon_op
    absorb = photon_op @ (P1 * c1.T @ v1 + P2 * c2.T @ v2)
    emit = phonon_op.T @ (Gc * c2.T @ c1 + Gv * v2.T @ v1)
    H = H + absorb + absorb.conj().T + emit + emit.conj().T
    energies, states = np.linalg.eigh(H)
    start, end = int("101010", 2), int("001101", 2)
    amplitude = np.sum(states[end] * np.exp(-1j * energies * time)
                       * states[start].conj())
    return abs(amplitude) ** 2


den_A = E_v1 + resonant_photon - E_c1
den_B = E_v1 - phonon - E_v2
coupling = 2e-3
A_single = coupling**2 / den_A
time = 0.03 / abs(A_single)
P_single = fock_probability(coupling, coupling, coupling, 0.0, time)
assert abs(P_single / (A_single * time) ** 2 - 1) < 0.01
fock_ratios = []
for phase in (0.0, np.pi / 2, np.pi):
    Gv = coupling * abs(den_B / den_A) * np.exp(1j * phase)
    B_single = coupling * Gv / den_B
    ratio = fock_probability(coupling, coupling, coupling, Gv, time) / P_single
    # Tolerance covers depletion and light shifts at finite coupling.
    assert abs(ratio - abs(A_single + B_single)**2 / A_single**2) < 0.02
    fock_ratios.append(ratio)

# ---- Frozen phonon: one optical matrix element of the mixed states ----
def random_complex():
    return rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))


def two_paths(G, p1, p2):
    return (G[1, 1] * p1[1, 0] / (E_c2 - E_c1),
            p2[1, 0] * G[0, 0] / (E_v1 - E_v2))


for keep_velocity in (False, True):
    G, p1, p2 = random_complex(), random_complex(), random_complex()
    p1, p2 = p1 + p1.conj().T, p2 + p2.conj().T
    if not keep_velocity:
        np.fill_diagonal(p1, 0)
        np.fill_diagonal(p2, 0)
    displacement = 1e-5
    H = np.diag([E_v1, E_c1, E_v2, E_c2]).astype(complex)
    H[2:, :2] = displacement * G
    H[:2, 2:] = displacement * G.conj().T
    momentum = np.zeros((4, 4), complex)
    momentum[:2, :2], momentum[2:, 2:] = p1, p2
    mixed = np.linalg.eigh(H)[1]
    measured = abs(mixed[:, 2].conj() @ momentum @ mixed[:, 1]) / displacement
    A, B = two_paths(G, p1, p2)
    predicted = A + B
    if keep_velocity:
        predicted += G[1, 0] * (p1[0, 0] - p2[1, 1]) / (E_c2 - E_v1)
    assert abs(measured - abs(predicted)) < 1e-6 * (abs(A) + abs(B))
    U1 = np.diag(np.exp(1j * rng.uniform(0, 6, 2)))
    U2 = np.diag(np.exp(1j * rng.uniform(0, 6, 2)))
    A_new, B_new = two_paths(U2.conj() @ G @ U1, U1.conj() @ p1 @ U1,
                             U2.conj() @ p2 @ U2)
    assert abs(A_new.conjugate() * B_new - A.conjugate() * B) < 1e-10
    assert abs(A_new - A) > 1e-6 * abs(A)

# ---- Golden rule from explicit evolution into dense final levels ----
spacing, duration, photon_step, phonon_step = 1e-6, 1e6, 2e-3, 1e-4
ladder = np.arange(-200, 201) * spacing


def ladder_rate(g_A, g_B, separate=False):
    copies = 2 if separate else 1
    H = np.diag(np.r_[0.0, -den_A, den_B, np.tile(ladder, copies)])
    H[0, 1:3] = H[1:3, 0] = photon_step
    n = len(ladder)
    finals_A, finals_B = slice(3, 3 + n), slice(3 + (copies - 1) * n, None)
    H[1, finals_A] = H[finals_A, 1] = g_A
    H[2, finals_B] = H[finals_B, 2] = g_B
    energies, states = np.linalg.eigh(H)
    evolved = states @ (np.exp(-1j * energies * duration) * states[0])
    return -np.log1p(-np.sum(abs(evolved[3:]) ** 2)) / duration


g_equal = phonon_step * den_B / abs(den_A)
rate_one = ladder_rate(phonon_step, 0.0)
golden = 2 * np.pi * (photon_step * phonon_step / den_A) ** 2 / spacing
assert abs(rate_one / golden - 1) < 0.02  # finite ladder width and spacing
rate_ratios = [ladder_rate(phonon_step, g_equal) / rate_one,
               ladder_rate(phonon_step, -g_equal) / rate_one,
               ladder_rate(phonon_step, g_equal, True) / rate_one]
assert np.allclose(rate_ratios, [4, 0, 2], atol=0.06)

# ---- Average over field directions, equal pathway strengths ----
cosines, weights = np.polynomial.legendre.leggauss(12)
azimuth = np.arange(24) * 2 * np.pi / 24
sines = np.sqrt(1 - cosines**2)
field_x, field_z = np.outer(sines, np.cos(azimuth)), cosines[:, None]
angle_ratios = []
for angle in np.radians([0, 60, 90]):
    a = field_z + 0 * field_x
    b = field_z * np.cos(angle) + field_x * np.sin(angle)
    ratio = (np.sum(weights[:, None] * (a + b)**2)
             / np.sum(weights[:, None] * (a**2 + b**2)))
    assert abs(ratio - (1 + np.cos(angle))) < 1e-10
    angle_ratios.append(ratio)

# ---- Silicon-like absorption coefficient ----
wavelength_nm, temperature = 1000.0, 300.0
photon = const.h * c_light / (wavelength_nm * 1e-9) / q_e
omega, Omega = photon * q_e / hbar, phonon * q_e / hbar
index, density, valleys = 3.6, 2330.0, 6
mass_l, mass_t, mass_v = 0.92, 0.19, 0.55
mass_c = (mass_l * mass_t**2) ** (1 / 3)
momentum_energy = 15.0       # 2 p^2/m0, eV, component along the field
deformation = 8e8            # eV/cm, both phonon steps
p_SI = np.sqrt(momentum_energy * q_e * m_0 / 2)
D_SI = deformation * 100 * q_e
detuning_A, detuning_B = direct_k1 - photon, direct_k2 - photon
S_A = p_SI * D_SI / (detuning_A * q_e)
S_B = p_SI * D_SI / (detuning_B * q_e)


def occupation(T):
    return 1 / np.expm1(phonon * q_e / (const.k * T))


def channel_alpha(strength, excess, quanta):
    excess = max(excess, 0.0) * q_e
    pairs = ((4 * mass_v * mass_c * m_0**2 / hbar**4) ** 1.5
             * excess**2 / (128 * np.pi**3))
    optical = 2 * np.pi * q_e**2 / (m_0**2 * eps_0 * index * c_light * omega)
    return (valleys * optical * hbar / (2 * density * Omega)
            * quanta * strength * pairs / 100)


def total_alpha(strength, T=temperature, gap_now=gap):
    N = occupation(T)
    return (channel_alpha(strength, photon - gap_now - phonon, N + 1)
            + channel_alpha(strength, photon - gap_now + phonon, N))


excess_emit, excess_absorb = photon - gap - phonon, photon - gap + phonon
N_300 = occupation(temperature)

# Explicit pair sum in a finite volume, with one quantized photon.
dk = 0.06e9
axis = (np.arange(-39, 39) + 0.5) * dk
kx2, ky2, kz2 = np.meshgrid(axis**2, axis**2, axis**2, indexing="ij")
scale = hbar**2 / (2 * m_0 * q_e)
hole_E = np.sort((scale * (kx2 + ky2 + kz2) / mass_v).ravel())
electron_E = (scale * ((kx2 + ky2) / mass_t + kz2 / mass_l)).ravel()
half_window = 0.01
electron_E = electron_E[electron_E < excess_absorb + half_window]


def pair_count(limit):
    return int(np.searchsorted(hole_E, limit - electron_E).sum())


count = (pair_count(excess_absorb + half_window)
         - pair_count(excess_absorb - half_window))
volume = (2 * np.pi / dk) ** 3
photon_part = (q_e / m_0)**2 * hbar / (2 * eps_0 * index**2 * omega * volume)
phonon_part = hbar * N_300 / (2 * density * volume * Omega)
photon_loss = (2 * np.pi / hbar * 2 * valleys * photon_part * phonon_part
               * S_A**2 * count / (2 * half_window * q_e))
alpha_explicit = photon_loss * index / c_light / 100
alpha_formula = channel_alpha(S_A**2, excess_absorb, N_300)
# Tolerance covers the finite energy window and k-space grid.
assert abs(alpha_explicit / alpha_formula - 1) < 0.01

alpha_A, alpha_B = total_alpha(S_A**2), total_alpha(S_B**2)
alpha_sum = alpha_A + alpha_B
alpha_aligned = total_alpha((S_A + S_B) ** 2)
alpha_opposed = total_alpha((S_A - S_B) ** 2)

# ---- Sizes of neglected effects ----
def bound_weight(n, binding):
    return 4 * np.pi * binding**1.5 / n**3


def coulomb_factor(excess, binding):
    def continuum(x):
        return (np.sqrt(excess - x) * 2 * np.pi * np.sqrt(binding)
                / (-np.expm1(-2 * np.pi * np.sqrt(binding / x))))
    n = np.arange(1, 400)
    bound = np.sum(bound_weight(n, binding) * np.sqrt(excess + binding / n**2))
    return (quad(continuum, 0, excess)[0] + bound) / (np.pi * excess**2 / 8)


binding = 0.015
level_gap = binding * (1 / 99.5**2 - 1 / 100.5**2)
threshold_density = 2 * np.pi * np.sqrt(binding)
assert abs(bound_weight(100, binding) / level_gap / threshold_density - 1) < 1e-3
assert abs(coulomb_factor(0.1, 1e-8) - 1) < 0.01
coulomb_emit = coulomb_factor(excess_emit, binding)
coulomb_absorb = coulomb_factor(excess_absorb, binding)
second_band = 4.2
extra_band = detuning_A / (second_band - photon)
# Mean square velocity term, with an equal interband phonon coupling.
velocity_energy = 2 / 3 * excess_absorb * (1 / mass_c + 1 / mass_v)
velocity_floor = (velocity_energy / momentum_energy
                  * (detuning_A / photon) ** 2)
broadening = 0.05
phase_error = abs(np.arctan(broadening / detuning_A)
                  - np.arctan(broadening / detuning_B))
hot_temperature, gap_slope = 350.0, 2.7e-4
hot_gap = gap - gap_slope * (hot_temperature - temperature)
hot_ratio = total_alpha(S_A**2, hot_temperature, hot_gap) / alpha_A

print("FEW-LEVEL TESTS (ratios to one pathway)")
show("photon energy at resonance", resonant_photon, "eV")
show("one-electron denominator A", den_A, "eV")
show("one-electron denominator B", den_B, "eV")
for name, value in zip(("0", "90", "180"), fock_ratios):
    print(f"Fock probability ratio, coupling phase {name} deg: {value:.3f}")
for name, value in zip(("like-signed couplings", "opposite-signed couplings",
                        "separate final states"), rate_ratios):
    print(f"golden-rule rate ratio, {name}: {value:.3f}")
for name, value in zip((0, 60, 90), angle_ratios):
    print(f"R averaged over field, dipole angle {name} deg: {value:.3f}")
print("SILICON-LIKE EXAMPLE (rough inputs)")
show("wavelength", wavelength_nm, "nm")
show("photon energy", photon, "eV")
show("temperature", temperature, "K")
show("indirect gap", gap, "eV")
show("direct gap at k1", direct_k1, "eV")
show("direct gap at k2", direct_k2, "eV")
show("phonon energy", 1000 * phonon, "meV")
show("phonon occupation", N_300)
print(f"refractive index {index}, density {density/1000:.2f} g/cm3, "
      f"valleys {valleys}")
print(f"masses/m0: long. {mass_l}, transv. {mass_t}, hole {mass_v}")
show("electron density-of-states mass", mass_c, "m0")
show("momentum strength 2p^2/m0", momentum_energy, "eV")
show("deformation potential", deformation, "eV/cm")
show("detuning A", detuning_A, "eV")
show("detuning B", detuning_B, "eV")
show("amplitude ratio |B/A|", S_B / S_A)
show("excess energy, phonon emission", 1000 * excess_emit, "meV")
show("excess energy, phonon absorption", 1000 * excess_absorb, "meV")
show("alpha A, phonon emission part",
     channel_alpha(S_A**2, excess_emit, N_300 + 1), "cm^-1")
show("alpha A, phonon absorption part", alpha_formula, "cm^-1")
show("same part by explicit pair sum", alpha_explicit, "cm^-1")
show("alpha, pathway A alone", alpha_A, "cm^-1")
show("alpha, pathway B alone", alpha_B, "cm^-1")
show("alpha, rates added", alpha_sum, "cm^-1")
show("alpha, amplitudes aligned", alpha_aligned, "cm^-1")
show("alpha, amplitudes opposed", alpha_opposed, "cm^-1")
show("R aligned", alpha_aligned / alpha_sum)
show("R opposed", alpha_opposed / alpha_sum)
show("B deformation potential for equality",
     deformation * detuning_B / detuning_A, "eV/cm")
show("alpha, equal pathways aligned", total_alpha((2 * S_A)**2), "cm^-1")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"Coulomb factor, binding {1000*binding:.0f} meV: emission "
      f"{coulomb_emit:.2f}, absorption {coulomb_absorb:.2f}")
print(f"extra band at {second_band} eV: amplitude/A {extra_band:.3f}")
show("velocity term, mean square/|A|^2", velocity_floor)
show("opposed pair, |A+B|^2/|A|^2", alpha_opposed / alpha_A)
show("mean carrier energy/detuning A", 50 * excess_absorb / detuning_A, "%")
print(f"broadening {1000*broadening:.0f} meV: relative phase "
      f"{1000*phase_error:.2f} mrad")
print(f"gap slope -{1000*gap_slope:.2f} meV/K: alpha({hot_temperature:.0f} K)"
      f"/alpha({temperature:.0f} K) {hot_ratio:.3f}")
print("all tests passed")
```

Printed output:

```
FEW-LEVEL TESTS (ratios to one pathway)
photon energy at resonance: 1.178 eV
one-electron denominator A: -2.222 eV
one-electron denominator B: 2.822 eV
Fock probability ratio, coupling phase 0 deg: 0.000
Fock probability ratio, coupling phase 90 deg: 1.999
Fock probability ratio, coupling phase 180 deg: 3.997
golden-rule rate ratio, like-signed couplings: 3.999
golden-rule rate ratio, opposite-signed couplings: 0.000
golden-rule rate ratio, separate final states: 2.000
R averaged over field, dipole angle 0 deg: 2.000
R averaged over field, dipole angle 60 deg: 1.500
R averaged over field, dipole angle 90 deg: 1.000
SILICON-LIKE EXAMPLE (rough inputs)
wavelength: 1000 nm
photon energy: 1.24 eV
temperature: 300 K
indirect gap: 1.12 eV
direct gap at k1: 3.4 eV
direct gap at k2: 4 eV
phonon energy: 58 meV
phonon occupation: 0.1187
refractive index 3.6, density 2.33 g/cm3, valleys 6
masses/m0: long. 0.92, transv. 0.19, hole 0.55
electron density-of-states mass: 0.3214 m0
momentum strength 2p^2/m0: 15 eV
deformation potential: 8e+08 eV/cm
detuning A: 2.16 eV
detuning B: 2.76 eV
amplitude ratio |B/A|: 0.7826
excess energy, phonon emission: 61.84 meV
excess energy, phonon absorption: 177.8 meV
alpha A, phonon emission part: 2.259 cm^-1
alpha A, phonon absorption part: 1.982 cm^-1
same part by explicit pair sum: 1.985 cm^-1
alpha, pathway A alone: 4.241 cm^-1
alpha, pathway B alone: 2.598 cm^-1
alpha, rates added: 6.838 cm^-1
alpha, amplitudes aligned: 13.48 cm^-1
alpha, amplitudes opposed: 0.2004 cm^-1
R aligned: 1.971
R opposed: 0.0293
B deformation potential for equality: 1.022e+09 eV/cm
alpha, equal pathways aligned: 16.96 cm^-1
NEGLECTED EFFECTS (rough inputs)
Coulomb factor, binding 15 meV: emission 10.36, absorption 4.27
extra band at 4.2 eV: amplitude/A 0.730
velocity term, mean square/|A|^2: 0.1183
opposed pair, |A+B|^2/|A|^2: 0.04725
mean carrier energy/detuning A: 4.116 %
broadening 50 meV: relative phase 5.03 mrad
gap slope -0.27 meV/K: alpha(350 K)/alpha(300 K) 1.608
all tests passed
```
